\section*{When isotropic etching begins to lower a sinusoidal surface}

\section{Result}

A solid fills the region below $z=h_0(x)=A\cos kx$, with gas above it. Etching removes the same thickness $d$ along the inward normal everywhere. Write
\[
\varepsilon=Ak,\qquad d_c=\frac{1}{Ak^2},\qquad \tau=\frac{d}{d_c},\qquad \lambda=\frac{2\pi}{k}.
\]
The peak-to-valley height $P$ stays equal to $2A$ for $d\le d_c$ and is smaller than $2A$ for every $d>d_c$, whatever the slope $\varepsilon$. At $d_c$ the crest has infinite curvature but a continuous tangent; beyond $d_c$ it is a corner of finite angle, not a cusp. It is the loss of $P$ that waits for $d_c$: the rms roughness falls earlier.

The ridges run in one direction, the film is thick, reactants reach all points equally, and the rate does not depend on crystal orientation. The last assumption is relaxed below. The algebra is geometry and holds in any length unit, atomic units included.

\section{Simplest case: a round ridge}

A ridge of circular section with radius $R$ keeps its centre while its surface moves inward, so its radius becomes $R-d$ and vanishes at $d=R$. A groove of radius $R$ has its centre in the gas, and its radius grows to $R+d$. Etching therefore sharpens ridges and blunts grooves.

At the crest of the cosine $h_0'=0$ and $h_0''=-Ak^2$, so the radius of curvature is $1/(Ak^2)=d_c$. This suggests the answer, but it looks at the crest alone. Gas reaching in from the flanks might cut the crest sooner, so the whole surface must be considered.

\section{The whole surface}

A point is removed when it lies within distance $d$ of the gas. A disc of radius $d$ centred on the old surface at $x+s$ reaches down, in the column at $x$, to $h_0(x+s)-\sqrt{d^2-s^2}$. Discs centred higher in the gas remove everything above that level. The new surface is thus
\begin{equation}
h(x,d)=\min_{|s|\le d}\left[h_0(x+s)-\sqrt{d^2-s^2}\right].
\label{disc}
\end{equation}
For a flat surface $h_0=0$ the minimum is at $s=0$ and gives $h=-d$, as it should.

Equation (\ref{disc}) also covers a process in cycles. A point within $a+b$ of the gas is within $b$ of some point that is within $a$ of the gas, namely one on the straight line between them; the converse is the triangle inequality. Cycles of equal normal thickness therefore add up to one etch of the total depth.

\textbf{Valley.} Since $h_0\ge-A$ and the root is at most $d$, $h\ge-A-d$. Equality holds below the old valley, with $s=0$. The valley drops by $d$ at every depth.

\textbf{Crest, $d\le d_c$.} The choice $s=0$ shows that $h(x,d)\le h_0(x)-d\le A-d$. The crest at $x=0$ attains this limit if no other disc cuts deeper, that is, if for all $|s|\le d$
\[
A(1-\cos ks)\le d-\sqrt{d^2-s^2}.
\]
The two sides obey
\[
A(1-\cos ks)\le\frac{Ak^2s^2}{2}=\frac{s^2}{2d_c},
\qquad
d-\sqrt{d^2-s^2}=\frac{s^2}{d+\sqrt{d^2-s^2}}\ge\frac{s^2}{2d}.
\]
For $d\le d_c$ we have $s^2/(2d_c)\le s^2/(2d)$, so the condition holds. The crest drops by $d$, and
\[
P=(A-d)-(-A-d)=2A .
\]

\textbf{Crest, $d>d_c$.} For small $s$ the bracket in (\ref{disc}) at $x=0$ is
\[
A-d+\frac{s^2}{2}\left(\frac1d-\frac1{d_c}\right)+O(s^4),
\]
which is below $A-d$ for small nonzero $s$. The point at $x=0$ has thus dropped by more than $d$. Points away from the old crests have $h\le h_0(x)-d<A-d$. Hence $P<2A$.

\section{Rays and the shape at the critical depth}

Let $a=x+s$ be the starting point that determines the surface at $x$, and let $W=\sqrt{1+h_0'(a)^2}$. Setting the derivative of the bracket in (\ref{disc}) to zero gives
\[
h_0'(a)+\frac{s}{\sqrt{d^2-s^2}}=0
\quad\Rightarrow\quad
s=-\frac{d\,h_0'}{W},\qquad \sqrt{d^2-s^2}=\frac dW ,
\]
and therefore
\begin{equation}
x=a+\frac{d\,h_0'(a)}{W},\qquad z=h_0(a)-\frac dW .
\label{ray}
\end{equation}
These are the inward normals. To the right of the crest $h_0'<0$, so they lean towards the crest. Differentiation gives
\[
\frac{dx}{da}=1+\frac{d\,h_0''}{W^3},\qquad
\frac{dz}{da}=h_0'+\frac{d\,h_0'h_0''}{W^3}=h_0'\frac{dx}{da}.
\]
The slope $dz/dx=h_0'(a)$ is carried unchanged along each ray. Because $-h_0''/W^3\le Ak^2$, $dx/da$ stays positive for $d<d_c$: rays do not cross and the surface is smooth. At $d_c$ the derivative vanishes at the crest.

With $\theta=ka$ and $d=d_c$, so that $kd_c=1/\varepsilon$, the first of equations (\ref{ray}) becomes
\[
kx=\theta-\frac{\sin\theta}{\sqrt{1+\varepsilon^2\sin^2\theta}}
=\theta-\left(\theta-\frac{\theta^3}{6}-\frac{\varepsilon^2\theta^3}{2}\right)+\dots
=\frac{1+3\varepsilon^2}{6}\,\theta^3+\dots
\]
The slope is $-\varepsilon\sin\theta\approx-\varepsilon\theta$. Solving for $\theta$ and integrating the slope from the crest gives, to leading order,
\[
h(0,d_c)-h(x,d_c)=\frac34A\left(\frac{6}{1+3\varepsilon^2}\right)^{1/3}|kx|^{4/3}.
\]
The slope varies as $|x|^{1/3}$ and vanishes at the crest; the curvature varies as $|x|^{-2/3}$ and diverges there.

\section{Beyond the critical depth: the corner}

First we locate the highest point. Take $0\le x\le\lambda/2$. The best centre $a$ in (\ref{disc}) can be taken between $x$ and the valley at $\lambda/2$. A centre beyond a valley is replaced by that valley, which is lower and nearer; a centre at negative $a$ by its mirror image, equally high and nearer; a centre between $0$ and $x$ by $x$ itself. Now move from $x$ to $x'>x$. If $a\ge x'$, the same centre is nearer and cuts deeper. If $a<x'$, the centre at $x'$ is lower than the one at $a$ and directly overhead. The surface thus does not rise from $x=0$ to the valley, and its highest point is at $x=0$.

There two symmetric rays meet. Setting $x=0$ in (\ref{ray}), with $h_0'=-\varepsilon\sin\theta$ and $W=\sqrt{1+\varepsilon^2\sin^2\theta}$, gives
\[
\frac{\theta}{k}=\frac{d\,\varepsilon\sin\theta}{W}
\quad\Rightarrow\quad
\tau=\varepsilon kd=\frac{\theta W}{\sin\theta},
\]
or
\begin{equation}
\tau^2=\left(\frac{\theta}{\sin\theta}\right)^2+\varepsilon^2\theta^2,
\qquad 0<\theta<\pi .
\label{tau}
\end{equation}
The right side rises from $1$ to infinity, so each $\tau>1$ has one root. It is the minimum, because the bracket in (\ref{disc}) first falls as $s$ leaves zero and has no other stationary point before the valley.

The crest height is $A\cos\theta-d/W$. Adding the valley depth $A+d$ gives
\[
P=A(1+\cos\theta)+d\,\frac{W-1}{W},\qquad \frac dW=\frac{\theta}{\varepsilon k\sin\theta}.
\]
Division by $2A$, with $2A\varepsilon k=2\varepsilon^2$, yields
\begin{equation}
\frac{P}{2A}=\frac{1+\cos\theta}{2}+\frac{\theta}{2\varepsilon^2\sin\theta}
\left(\sqrt{1+\varepsilon^2\sin^2\theta}-1\right).
\label{height}
\end{equation}

\textbf{Limit just after onset.} For small $\theta$ the two terms of (\ref{height}) are
\[
1-\frac{\theta^2}{4}+\frac{\theta^4}{48}
\qquad\text{and}\qquad
\frac{\theta\sin\theta}{4}-\frac{\varepsilon^2\theta\sin^3\theta}{16}
=\frac{\theta^2}{4}-\frac{\theta^4}{24}-\frac{\varepsilon^2\theta^4}{16}.
\]
The quadratic terms cancel, leaving $1-(1+3\varepsilon^2)\theta^4/48$. Equation (\ref{tau}) gives $\tau-1\approx(1+3\varepsilon^2)\theta^2/6$, so
\[
\frac{P}{2A}\approx1-\frac{3}{4}\,\frac{(\tau-1)^2}{1+3\varepsilon^2}.
\]
The loss starts with zero rate, which makes the onset hard to see in a measurement of $P$. The quadratic form holds only close to onset at gentle slopes: for $\varepsilon=0.314$ it overstates the loss by 13 percent at $\tau=1.1$ and 28 percent at $\tau=1.2$.

\textbf{Late limit.} As $\theta\to\pi$, $\tau\approx\pi/\sin\theta$. The first term of (\ref{height}) is of order $\sin^2\theta$ and drops out; the second tends to $\theta\sin\theta/4\approx\pi^2/(4\tau)$. Hence
\[
P\approx\frac{\pi^2A}{2\tau}=\frac{\pi^2}{2k^2d}=\frac{\lambda^2}{8d}.
\]
The amplitude has dropped out. The surface now consists of arcs of radius $d$ centred near the old valley points, and $\lambda^2/(8d)$ is the rise of such an arc over half a period. This requires $\tau\gg\pi$ and $d\gg\lambda/2$.

\textbf{Corner angle.} The flanks have slope $\mp\varepsilon\sin\theta$. The corner is sharpest at $\theta=\pi/2$, where $\tau=(\pi/2)\sqrt{1+\varepsilon^2}$ and the flank slope equals the greatest slope of the original surface.

\section{What changes before the critical depth}

\textbf{Mean height.} The length of the surface per period is
\[
\int_0^\lambda W\frac{dx}{da}\,da=\int_0^\lambda W\,da+d\int_0^\lambda\frac{h_0''}{1+h_0'^2}\,da .
\]
The last integral is the change of $\arctan h_0'$ over a period, which is zero. The length keeps its initial value $L$, the removed area is $Ld$, and the mean surface drops by $dL/\lambda>d$. Crest and valley each drop by $d$; the flanks lose more height.

\textbf{Variance at small slope.} To leading order in $\varepsilon$, (\ref{ray}) reads $kx=\theta-\tau\sin\theta$. Also $d(1-1/W)\approx d\varepsilon^2\sin^2\theta/2$ with $d\varepsilon^2=\tau A$, so
\[
\eta\equiv\frac{z+d}{A}=\cos\theta+\frac\tau2\sin^2\theta .
\]
An average over $x$ is an average over $\theta$ with weight $1-\tau\cos\theta$. Odd powers of $\cos\theta$ average to zero, while $\cos^2\theta$, $\sin^4\theta$ and $\sin^2\theta\cos^2\theta$ average to $1/2$, $3/8$ and $1/8$. Then
\begin{align*}
\langle\eta\rangle&=\frac\tau4-\frac\tau2=-\frac\tau4,\\
\langle\eta^2\rangle&=\frac12+\frac{\tau^2}{4}\cdot\frac38-\tau^2\cdot\frac18=\frac12-\frac{\tau^2}{32},\\
\langle\eta^2\rangle-\langle\eta\rangle^2&=\frac12-\frac{3\tau^2}{32}.
\end{align*}
The variance relative to its initial value is $1-3\tau^2/16$ for $\tau\le1$. At $d_c$ the rms roughness has fallen to $\sqrt{13/16}=0.901$ of its start, with $P$ unchanged: crests narrow and valleys widen.

\section{Numbers for a tungsten film}

Take $A=2$ nm, $\lambda=40$ nm and a removal of $0.3$ nm per cycle. These are rough values meant for thermal atomic layer etching of tungsten by oxidation and fluorination. Then $k=0.1571$ nm$^{-1}$, $\varepsilon=0.314$ and
\[
d_c=\frac{1}{2\times0.1571^2}=20.3\ \text{nm}=203\ \text{\AA},
\]
or about 68 cycles. Solving (\ref{tau}) for $\theta$ by numerical root finding and inserting it in (\ref{height}) gives:
\begin{center}
\begin{tabular}{ccc}
$d/d_c$ & $d$ (nm) & $P$ (nm)\\
1.0 & 20.3 & 4.00\\
1.2 & 24.3 & 3.93\\
1.5 & 30.4 & 3.68\\
2.0 & 40.5 & 3.20\\
3.0 & 60.8 & 2.46\\
5.0 & 101.3 & 1.65
\end{tabular}
\end{center}
Halving $P$ takes 79.7 nm, almost four times $d_c$. At $5d_c$ the late limit would give $40^2/(8\times101.3)=1.97$ nm, so it has not yet been reached. The corner is sharpest at $33.4$ nm, with flanks tilted by $\arctan0.314=17.4^\circ$ and an angle of $145^\circ$ inside the solid.

Numerical minimization of (\ref{disc}) on a grid gives an rms roughness of 1.414 nm at the start, 1.382 nm at $0.5d_c$ and 1.282 nm at $d_c$. The last ratio is 0.906, close to the small-slope value. With $L/\lambda=1.024$ from quadrature, the mean surface has dropped by 20.8 nm at $d_c$, against 20.3 nm for crest and valley.

\section{Relaxing the assumptions}

\textbf{Rate that depends on orientation.} Let the normal rate be $v(\phi)$ at tilt $\phi$, even in $\phi$, with $v(0)=1$; $d$ is now the depth on a level face. With $p=\partial_xh=\tan\phi$,
\[
\partial_dh=-V(p),\qquad V(p)=v(\phi)\sqrt{1+p^2}.
\]
Differentiating in $x$ gives $\partial_dp+V'(p)\,\partial_xp=0$. A slope is carried along $x=a+V'(p)d$, and $dx/da=1+V''(p)h_0''d$. Near $p=0$, $V\approx1+[1+v''(0)]p^2/2$, so the crest focuses at
\[
d_c'=\frac{d_c}{1+v''(0)} .
\]
This is the onset if $v$ is smooth at $\phi=0$, $1+v''(0)>0$ and no other ray focuses sooner. If $1+v''(0)<0$ the rays at the crest diverge and those at the valley focus instead, at $d_c/|1+v''(0)|$. A rate with a cusp there, as can occur near a low-index face, has no delayed onset: for $v=1+c|\phi|$ with $c>0$, rays from the flanks reach the crest at once, and $c=0.038$ (3 percent at $45^\circ$) gives a loss of $P$ of 0.007 nm at $0.5d_c$ and 0.14 nm at $d_c$. For $c<0$ the rays meet at the valley instead, and the loss is much smaller: 0.007 nm at $d_c$ for $c=-0.038$. Take $v=1+\alpha(1-\cos4\phi)/2$, for which $v''(0)=8\alpha$ and
\[
V''=\frac{1+\alpha/2+(15\alpha/2)\cos4\phi}{(1+p^2)^{3/2}} .
\]
For $\alpha=0.03$ both $V''$ and $-h_0''$ fall away from the crest over the slopes present, so the crest is first. For $\alpha=-0.03$ the numerator is at most $0.76+1.8\phi^2$, and $\phi^2\le\varepsilon^2\sin^2\theta$. Relative to the crest, $-h_0''V''$ is then at most $(1+0.24\sin^2\theta)(1-\tfrac12\sin^2\theta)\le1$, and the crest is again first. The onset moves to $20.26/1.24=16.3$ nm or $20.26/0.76=26.7$ nm. The crest does not stay first for stronger negative anisotropy: near $\alpha=-0.06$ a ray off the crest focuses sooner, and at $\alpha=-0.2$ the valley focuses first, at 33.8 nm, after which $P$ is lost from the valley. For this fourfold law an assumed anisotropy of 3 percent shifts it by $-19$ or $+32$ percent, because focusing depends on the second derivative of the rate. The shift depends on the form of the law: $v=1+\alpha(1-\cos2\phi)/2$ has $v''(0)=2\alpha$ and gives 19.1 or 21.6 nm.

\textbf{Cycles of fixed volume.} A self-limited cycle may remove a fixed volume per area of the surface present at its start, instead of a fixed thickness. (Counted per area left after the cycle, the curvature correction below would change sign.) Let $g$ be the thickness removed from a level face. On a ridge of radius $R$ the thickness $t$ obeys $t-t^2/(2R)=g$, so $t\approx g+g^2/(2R)$. The rate becomes $1+\beta\kappa$ with $\beta=g/2$ and $\kappa=-\partial_x^2h/(1+p^2)^{3/2}$, positive on ridges:
\[
\partial_dh=-\sqrt{1+p^2}+\frac{\beta\,\partial_x^2h}{1+p^2}.
\]
The new term acts as a viscosity: it lowers crests and raises valleys relative to a level face from the first cycle. Finite differences with Runge--Kutta steps, for $\beta=0.15$ nm, give $P=3.62$ nm at $d_c$, a loss of $0.38$ nm or about 10 percent.

At small slope the equation can be solved. With $u=h+d$, $\partial_du=-(\partial_xu)^2/2+\beta\partial_x^2u$, and $w=e^{-u/(2\beta)}$ obeys $\partial_dw=\beta\partial_x^2w$. Expanding the initial $w$ in cosines gives modified Bessel functions $I_n$ of argument $A/(2\beta)$; each harmonic decays by $e^{-n^2\beta/A}$ up to $d_c$. Hence
\[
P(d_c)=2\beta\ln\frac{I_0+2\sum_{n\ge1}I_n\,e^{-n^2\beta/A}}{I_0+2\sum_{n\ge1}(-1)^nI_n\,e^{-n^2\beta/A}}=3.61\ \text{nm}.
\]
The loss is governed by $\beta/A=g/(2A)$. Constant $P$ thus needs cycles of equal thickness or, under the fixed-volume rule, steps small compared with the amplitude. The rate law is first order in $g/R$ and is least secure at a sharp crest.

\textbf{Atoms.} With a rough lattice constant of 0.32 nm, neighbouring (100) planes of bcc tungsten are 0.16 nm apart. In the isotropic model the loss of $P$ reaches one such spacing at 26.7 nm, or $1.32d_c$. The close-packed (110) planes are farther apart by $\sqrt2$, and the loss reaches that spacing at about 28 nm, or $1.4d_c$. A continuous surface cannot describe the onset much more finely than this.

\textbf{The real film.} Thermal etching of tungsten removes, roughly, a few tenths of a nanometre per cycle, which is the regime chosen here. A real film is polycrystalline, with many wavelengths, grain boundaries and ridges in all directions, and the components do not etch separately, so $d_c$ of one component is at best a rough scale. Adding $0.2\cos4kx$ nm raises the crest curvature, moves the onset to $0.38d_c$ and costs 0.37 nm of $P$ by $d_c$; the pattern $A(\cos kx+\cos ky)/2$, with the same $P$, has its onset at $2d_c$. An orientation dependence of 3 percent moves the onset by several nanometres for the aligned fourfold law used here, by about one nanometre for a twofold law, and a cusped rate removes it, while fixed-volume cycles of the kind above remove the sharp onset altogether, since $P$ then falls from the first cycle. As a rule for isotropic cycles of equal thickness on a single sinusoid, removing less than $\lambda^2/(4\pi^2A)$ gives no reduction of $P$; at fixed $A$, doubling the period makes this depth four times larger.

Numerical values quoted here were computed with a short program.
